**Two-photon ladder for the $1s^2$ singlet of a He-like ion: reduction to no-pair second-order perturbation theory and the $(Z\alpha)^3$ remainder**

With $x=Z\alpha$ and $D=a_0^3\langle\delta(\mathbf r_{12})\rangle=Z^3/8\pi$, the static ladder weights intermediate states by $\pm1/(E-\varepsilon_1-\varepsilon_2)$ for $\pm\pm$ energies and by zero for mixed signs; the Coulomb-gauge remainder is $\alpha^3D[\frac{10}{3}\ln(1/x)+O(1)]$ hartree, and its Coulomb-Coulomb part is $(\pi/2-5/3)\alpha^3D$ hartree. The program asserts the pole weights by real-axis quadrature, and the remainder density $f(k)$ of free electrons at rest (energy $=\alpha^3D\int f\,dk$, $k$ in units of $mc/\hbar$) by Wick-rotated integration of inverted Dirac matrices (the static Breit term from free projectors and the static weight). These tests cover the closed Coulomb-Coulomb forms and the small-$k$ limits $\pm4/k$ (Coulomb-transverse, CT), $-2/k$ and $0$ (transverse-transverse, TT), $-8/k^2$ (static Breit, both energies negative) and $\pm6/k^3$ (Feynman gauge, FF), for ladder and crossed diagrams. It asserts the orbital-current plateau $2\pi\langle\delta\rangle$ by a pseudostate sum, its falloff at low photon energy and at high momentum, and the resulting logarithmic coefficients $10/3$ and $-8/3$. A B-spline Dirac basis with restricted kinetic balance is asserted to reproduce the 1s level and the count of positive levels, and its no-pair Coulomb sum at $x=0.005$ ($-0.157668$ hartree) to agree with a 49-function Hylleraas value ($-0.157659$ hartree) within $10^{-4}$ hartree. For $Z=20,30,50$ the double-negative-energy Coulomb sum is $1.008$, $1.023$, $1.073$ times the leading formula; the ratio extrapolates to $0.995$ (asserted within 0.08 of one) and the power from $Z=20$ and $30$ is $3.04$ (asserted within 0.3 of three). The printed logarithmic term indicates a size only, since the constant beside it is not computed.

## Numerical check

```python
# Two-photon ladder for the 1s^2 singlet of a He-like ion, x = Z*alpha, D = <delta(r12)> = Z^3/(8 pi).
# Claims: static interaction + positive-energy states = second-order MBPT (weights ++ : 1/(E-e1-e2),
# -- : minus that, +- : 0).  Coulomb-Coulomb -- term = (pi/2-5/3) alpha^3 D hartree.  Coulomb-gauge
# log of the remainder: alpha^3 D ln(1/x) times 4/3+4-2 (ladder), 4/3-4+0 (crossed).  Static
# Breit-Breit -- term = -(2/3) x^2 hartree.  Feynman gauge: f -> +6/k^3 (ladder), -6/k^3 (crossed).
# f(k): remainder density for free electrons at rest (m=c=hbar=1), energy = alpha^3 D int f dk.
# Bound-state work uses length a0/Z, energy Z^2 hartree, c = 1/x; second-order sums are in hartree.
import numpy as np, mpmath as mp, scipy.sparse as sp
from scipy.linalg import eigh, cho_factor, cho_solve
from scipy.interpolate import BSpline
from scipy.integrate import quad
from scipy.special import zeta
from scipy.constants import alpha, physical_constants
from functools import lru_cache
EV = physical_constants['Hartree energy in eV'][0]
print(f"alpha = {alpha:.10f}; hartree = {EV:.6f} eV")

# ---- pole integrals on the real axis with finite shift eta
mp.mp.dps = 20
eta, worst = mp.mpf('0.3'), 0
for A, B, s1, s2 in [(1, 2, 1, 1), (-0.4, 2, 1, 1), (0, 1.5, 1, 1), (-3, -2.5, -1, -1),
                     (1, -3, 1, -1), (-3, 0.5, -1, 1), (0, 0, 1, -1)]:
    lo, hi = min(A, -B), max(A, -B)
    nodes = [-mp.inf] + sorted({lo-2, lo, (lo+hi)/2, hi, hi+2}) + [mp.inf]
    val = 1j/(2*mp.pi)*mp.quad(lambda w: 1/((w-A+1j*eta*s1)*(-w-B+1j*eta*s2)), nodes)
    worst = max(worst, abs(val - (s1/(-A-B+2j*eta*s1) if s1 == s2 else 0)))
assert worst < 1e-8
print(f"pole integrals, largest deviation = {float(worst):.1e}")

# ---- free electrons at rest: Wick-rotated ladder and crossed diagrams
sig = [np.array(m, complex) for m in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
al = [np.kron(sig[0], s) for s in sig]
beta, I4 = np.kron(sig[2], np.eye(2)), np.eye(4)
singlet = np.array([[0, 1], [-1, 0]])/np.sqrt(2)
def expect(X, Y):
    return np.einsum('ij,...ik,...jl,kl->...', singlet, X[..., :2, :2], Y[..., :2, :2], singlet)
def vertices(name, k, w):
    ret = 1/(w*w + k*k)
    if name == 'C': return [(I4, 1/k**2 + 0*w)]
    if name == 'T': return [(al[0], -ret), (al[1], -ret)]
    return [(I4, ret)] + [(a, -ret) for a in al]          # Feynman gauge
def density(k, chan, mode):
    E = np.sqrt(1+k*k); exc = k*k/(E+1)
    H1, H2 = beta + k*al[2], beta - k*al[2]
    orders = [chan] if chan[0] == chan[1] else [chan, chan[::-1]]
    def static(s):
        L1, L2 = (E*I4 + s*H1)/(2*E), (E*I4 + s*H2)/(2*E)
        return sum(ca*cb*expect(Mb@L1@Ma, Mb@L2@Ma).real for p, q in orders
                   for Ma, ca in vertices(p, k, 0.0) for Mb, cb in vertices(q, k, 0.0))
    if mode == 'static--': return -8*k*k*static(-1)/(2+2*E)
    dy = 0.25
    w = np.exp(np.arange(np.log(exc)-32, 30, dy))
    iw = 1j*w[:, None, None]*I4
    G1 = np.linalg.inv((I4-H1) + iw)
    G2 = np.linalg.inv((I4-H2) - iw) if mode == 'ladder' else G1
    tot = 0
    for p, q in orders:
        for Ma, ca in vertices(p, k, w):
            for Mb, cb in vertices(q, k, w):
                Y = Mb@G2@Ma if mode == 'ladder' else Ma@G2@Mb
                tot = tot + ca*cb*expect(Mb@G1@Ma, Y).real
    full = -np.sum(tot*w)*dy/np.pi
    return 8*k*k*(full - (static(1)/(-2*exc) if mode == 'ladder' else 0))
f_cc = lambda k: -(np.hypot(1, k)-1)/((1+k*k)*(np.hypot(1, k)+1)**2)
for k in (0.5, 1.0, 3.0):
    assert abs(density(k, 'CC', 'ladder')/f_cc(k) - 1) < 1e-6
    assert abs(density(k, 'CC', 'crossed')*np.hypot(1, k)**3/2 - 1) < 1e-6
print(f"f_CC ladder at k=1 mc: matrices {density(1.0,'CC','ladder'):.8f}, formula {f_cc(1.0):.8f}")
c_cc = quad(f_cc, 0, np.inf)[0]
c_cc_cross = quad(lambda k: 2/np.hypot(1, k)**3, 0, np.inf)[0]
assert abs(c_cc - (np.pi/2-5/3)) < 1e-8 and abs(c_cc_cross-2) < 1e-8
print(f"int f_CC dk: ladder {c_cc:.8f}, crossed {c_cc_cross:.8f}")
lim = {}
for chan, mode, p, target in [('CT', 'ladder', 1, 4), ('CT', 'crossed', 1, -4), ('TT', 'ladder', 1, -2),
                              ('TT', 'crossed', 1, 0), ('TT', 'static--', 2, -8),
                              ('FF', 'ladder', 3, 6), ('FF', 'crossed', 3, -6)]:
    g = [k**p*density(k, chan, mode) for k in (2e-3, 4e-3)]
    lim[chan, mode] = 2*g[0] - g[1]
    assert abs(lim[chan, mode] - target) < 2e-3
    print(f"k->0 limit of k^{p} f, {chan} {mode}: {lim[chan, mode]:.4f}")

# ---- Hylleraas second-order functional (nonrelativistic), s=r1+r2, t=r1-r2, u=r12
mp.mp.dps = 30
@lru_cache(None)
def Iabc(a, b, c): return mp.factorial(a+b+c+2)/(mp.mpf(2)**(a+b+c+3)*(c+1)*(b+c+2))
W = lambda a, b, c: Iabc(a+2, b+1, c) - Iabc(a, b+1, c+2)
pw = [(i, j, k) for i in range(7) for j in range(0, 7, 2) for k in range(7) if 0 < i+j+k <= 6]
E1 = W(0, -1, 0)/W(0, 0, 0)
M, rhs = mp.zeros(len(pw)), mp.zeros(len(pw), 1)
for m, (i, j, k) in enumerate(pw):
    rhs[m] = W(i, k-1, j) - E1*W(i, k, j)
    for n, (I, J, K) in enumerate(pw):
        a, b, c, v = i+I, k+K, j+J, mp.mpf(0)
        if i*I: v += i*I*W(a-2, b, c)
        if j*J: v += j*J*W(a, b, c-2)
        if k*K: v += k*K*W(a, b-2, c)
        if i*K+k*I: v += (i*K+k*I)*(Iabc(a, b+1, c) - Iabc(a, b-1, c+2))
        if j*K+k*J: v += (j*K+k*J)*(Iabc(a+2, b-1, c) - Iabc(a, b+1, c))
        M[m, n] = v
E2_nr = float(-(rhs.T*mp.lu_solve(M, rhs))[0]/W(0, 0, 0))
inv_r2 = float(W(0, -2, 0)/W(0, 0, 0))
D = quad(lambda r: 4*np.pi*r*r*(np.exp(-2*r)/np.pi)**2, 0, 30)[0]
assert abs(inv_r2-2/3) < 1e-12 and abs(D*8*np.pi-1) < 1e-9
print(f"<delta>/Z^3 = {D:.7f} a0^-3; <1/r12^2>/Z^2 = {inv_r2:.6f} a0^-2; E1/Z = {float(E1):.4f} hartree")
print(f"Hylleraas E2 ({len(pw)} functions) = {E2_nr:.6f} hartree")

# ---- B-spline tools
def make_grid(h, deg=6):
    pts, r = [0.0], 3e-5
    while r < 0.6*h: pts.append(r); r *= 2.2
    r = h
    while r < 2.0: pts.append(r); r += h
    while r < 25: pts.append(r); h *= 1.4; r += h
    pts = np.array(pts+[r])
    gx, gw = np.polynomial.legendre.leggauss(8)
    d = np.diff(pts)[:, None]/2
    rr, ww = (pts[:-1, None] + d*(gx+1)).ravel(), (d*gw).ravel()
    t = np.r_[[0.0]*deg, pts, [r]*deg]
    spl = BSpline(t, np.eye(len(t)-deg-1), deg)
    Bs = [spl(rr, nu) for nu in range(2)]
    kin = Bs[1][:, 1:].T@(ww[:, None]*Bs[1][:, 1:])
    cen = Bs[0][:, 1:].T@((ww/rr**2)[:, None]*Bs[0][:, 1:])
    return rr, ww, Bs, kin, cen, r
def slater(grid, L, b):            # radial integrals from b = int B rho / r by the Poisson equation
    A = grid[3] + L*(L+1)*grid[4]; A[-1, -1] += L/grid[5]
    return (2*L+1)*b.T@cho_solve(cho_factor(A), b)

# ---- orbital-current retardation: dipole pseudostate sum and form factor
grid = make_grid(0.08); r, w, Bs = grid[:3]
Bn = Bs[0][:, 1:-1]
Hn = 0.5*grid[3][:-1, :-1] + grid[4][:-1, :-1] - Bn.T@((w/r)[:, None]*Bn)
en, Cn = eigh(Hn, Bn.T@(w[:, None]*Bn))
P1, Pn, dE = 2*r*np.exp(-r), Bn@Cn, en+0.5
R1 = slater(grid, 1, Bs[0][:, 1:].T@((w*P1/r)[:, None]*Pn)); dip = Pn.T@(w*P1)
def S_soft(K):
    g = K*dE/(K+dE)
    return 2/3*np.sum(R1*np.outer(dip, dip)*(g[:, None]+g[None, :])/(dE[:, None]+dE[None, :]))
S_cross = 2/3*slater(grid, 1, Bs[0][:, 1:].T@(w*P1**2/r)[:, None])[0, 0]
assert abs(S_soft(1e4)/(2*np.pi*D)-1) < 2e-3 and abs(S_cross/(2*np.pi*D)-1) < 1e-6
assert S_soft(0.01) < 0.05*S_soft(1e4)
print("dipole S_ladder (scaled) at photon energy 0.01, 1, 100, 1e4 Z^2 hartree:",
      " ".join(f"{S_soft(K):.5f}" for K in (0.01, 1, 100, 1e4)))
print(f"dipole S_crossed = {S_cross:.6f}; 2 pi <delta>/Z^3 = {2*np.pi*D:.6f}")
gq, wq = np.polynomial.legendre.leggauss(600); mu, wm = np.polynomial.legendre.leggauss(200)
q, jq = 2*(1+gq)/(1-gq), 4/(1-gq)**2*wq
def S_form(k):
    ang = ((1-mu**2)/(q[:, None]**2 + k*k - 2*k*q[:, None]*mu))@wm
    return np.sum(jq*q**4*(16/(4+q*q)**2)**2*ang)/(2*np.pi)
slope = np.log(S_form(80)/S_form(40))/np.log(2)
assert abs(S_form(0.01)/(2/3*2*np.pi*D)-1) < 1e-3 and abs(slope+2) < 0.05
print(f"transverse form factor at k=0.01, 1, 10 Z/a0: {S_form(0.01):.5f} {S_form(1):.5f} {S_form(10):.5f}; slope {slope:.3f}")
log_lad = 2/(3*np.pi)*S_soft(1e4)/D + lim['CT', 'ladder'] + lim['TT', 'ladder']
log_crs = 2/(3*np.pi)*S_cross/D + lim['CT', 'crossed'] + lim['TT', 'crossed']
assert abs(log_lad-10/3) < 7e-3 and abs(log_crs+8/3) < 7e-3
print(f"log coefficients: ladder {log_lad:.3f}, crossed {log_crs:.3f}, sum {log_lad+log_crs:.3f}")

# ---- Dirac-Coulomb spectrum (restricted kinetic balance) and Coulomb-Coulomb sums
# large component in span{B}, small component in span{(d/dr + kappa/r) B}; energies minus mc^2
eps_dirac = lambda x: -1/(1+np.sqrt(1-x*x))
def dirac_sums(x, h, Lmax, pos_powers):
    grid = make_grid(h); r, w, Bs = grid[:3]; c = 1/x
    Bp = sp.csr_matrix(Bs[0][:, 1:].T)
    Wd, WV = sp.diags(w), sp.diags(-w/r)
    sets = {}
    for first in (1, 2):           # the spline linear in r is admissible only for kappa = -1
        B0, B1 = (sp.csr_matrix(b[:, first:-1]) for b in Bs)
        sets[first] = (B0, B1, sp.diags(1/r)@B0, (B0.T@Wd@B0).toarray(), (B0.T@WV@B0).toarray())
    epp, emm = np.zeros(Lmax+1), np.zeros(Lmax+1)
    for L in range(Lmax+1):
        for kap in ([-1] if L == 0 else [-L-1, L]):
            B0, B1, Br, SP, VP = sets[1 if kap == -1 else 2]
            G = (B1 + kap*Br).tocsr(); N = B0.shape[1]
            SQ, VQ = (G.T@Wd@G).toarray(), (G.T@WV@G).toarray()
            S = np.block([[SP, 0*SP], [0*SP, SQ]])
            H = np.block([[VP, c*SQ], [c*SQ, VQ - 2*c*c*SQ]])
            nrm = 1/np.sqrt(np.diag(S))
            e, C = eigh(H*np.outer(nrm, nrm), S*np.outer(nrm, nrm)); C = nrm[:, None]*C
            pos = e > -c*c
            assert pos.sum() == N
            if L == 0:
                ia = int(np.argmax(pos)); ea = e[ia]; Pa, Qa = B0@C[:N, ia], G@C[N:, ia]
                assert abs(ea/eps_dirac(x) - 1) < 3e-4, (x, ea)
            assert e[pos].min() > ea - 1e-8
            bP, bQ = Bp@sp.diags(w*Pa/r)@B0, Bp@sp.diags(w*Qa/r)@G
            R = slater(grid, L, bP@C[:N] + bQ@C[N:])
            den = 2*ea - e[:, None] - e[None, :]
            if L == 0: den[ia, ia] = np.inf
            wt = abs(kap)/(2*L+1)**2
            pp, mm = np.ix_(pos, pos), np.ix_(~pos, ~pos)
            epp[L] += wt*np.sum(R[pp]**2/den[pp]); emm[L] -= wt*np.sum(R[mm]**2/den[mm])
    def total(y, powers):
        Ls = np.arange(int(0.6*Lmax), Lmax+1); z = (Ls+0.5)/Lmax
        co = np.linalg.lstsq(np.array([z**(3-p) for p in powers]).T, y[Ls]*z**3, rcond=None)[0]
        tail = sum(a*float(Lmax)**p*zeta(p, Lmax+1.5) for a, p in zip(co, powers))
        return y.sum()+tail, tail
    return ea, total(epp, pos_powers), total(emm, (3, 4, 5))
e_small = dirac_sums(0.005, 0.08, 12, (4, 5, 6))[1][0]
print(f"no-pair Coulomb sum at Z alpha = 0.005: {e_small:.6f} hartree")
assert abs(e_small - E2_nr) < 1e-4
res = {}
for name, Z in (("Ca18+", 20), ("Zn28+", 30), ("Sn48+", 50)):
    x = Z*alpha; Lmax = int(round(6/x))
    ea, (pp, tp), (mm, tm) = dirac_sums(x, 0.19*x, Lmax, (3, 4, 5))
    lead = c_cc*D*x**3; res[Z] = (x, mm, mm/lead)
    print(f"{name}: Z alpha = {x:.5f}, Lmax = {Lmax}")
    print(f"  eps_1s - mc^2: basis {ea*Z*Z:.3f}, Dirac formula {eps_dirac(x)*Z*Z:.3f} hartree")
    print(f"  E++ = {pp:.5f} hartree = {pp*EV:.4f} eV (tail {tp:.1e} hartree)")
    print(f"  E-- = {mm:.3e} hartree = {mm*EV*1e3:.3f} meV (tail {tm:.1e} hartree)")
    print(f"  leading E-- = {lead:.3e} hartree, ratio = {mm/lead:.3f}")
    print(f"  ladder log term = {10/3*D*x**3*np.log(1/x):.3e} hartree; static Breit -- = {-inv_r2*x*x:.3e} hartree")
(x1, m1, r1), (x2, m2, r2) = res[20], res[30]
ratio0 = r1 - (r2-r1)*x1**2/(x2**2-x1**2); power = np.log(m2/m1)/np.log(x2/x1)
print(f"E-- ratio extrapolated in (Z alpha)^2 to zero = {ratio0:.3f}; power from Z=20,30 = {power:.2f}")
print(f"coefficients of (Z alpha)^3 hartree: CC -- {c_cc*D:.6f}; ladder log {10/3*D:.5f}")
# basis and partial-wave truncation of momenta above about 12 mc limits this to a few per cent
assert abs(ratio0-1) < 0.08 and abs(power-3) < 0.3
print("ALL CHECKS PASSED")
```

It prints:

```
alpha = 0.0072973526; hartree = 27.211386 eV
pole integrals, largest deviation = 3.8e-17
f_CC ladder at k=1 mc: matrices -0.03553391, formula -0.03553391
int f_CC dk: ladder -0.09587034, crossed 2.00000000
k->0 limit of k^1 f, CT ladder: 4.0000
k->0 limit of k^1 f, CT crossed: -4.0000
k->0 limit of k^1 f, TT ladder: -2.0000
k->0 limit of k^1 f, TT crossed: 0.0000
k->0 limit of k^2 f, TT static--: -8.0000
k->0 limit of k^3 f, FF ladder: 6.0000
k->0 limit of k^3 f, FF crossed: -6.0000
<delta>/Z^3 = 0.0397887 a0^-3; <1/r12^2>/Z^2 = 0.666667 a0^-2; E1/Z = 0.6250 hartree
Hylleraas E2 (49 functions) = -0.157659 hartree
dipole S_ladder (scaled) at photon energy 0.01, 1, 100, 1e4 Z^2 hartree: 0.00262 0.11202 0.24486 0.24994
dipole S_crossed = 0.250000; 2 pi <delta>/Z^3 = 0.250000
transverse form factor at k=0.01, 1, 10 Z/a0: 0.16666 0.13333 0.00641; slope -1.997
log coefficients: ladder 3.333, crossed -2.667, sum 0.666
no-pair Coulomb sum at Z alpha = 0.005: -0.157668 hartree
Ca18+: Z alpha = 0.14595, Lmax = 41
  eps_1s - mc^2: basis -201.077, Dirac formula -201.077 hartree
  E++ = -0.15952 hartree = -4.3408 eV (tail -1.1e-06 hartree)
  E-- = -1.195e-05 hartree = -0.325 meV (tail -5.7e-07 hartree)
  leading E-- = -1.186e-05 hartree, ratio = 1.008
  ladder log term = 7.935e-04 hartree; static Breit -- = -1.420e-02 hartree
Zn28+: Z alpha = 0.21892, Lmax = 27
  eps_1s - mc^2: basis -455.525, Dirac formula -455.525 hartree
  E++ = -0.16226 hartree = -4.4153 eV (tail -4.0e-06 hartree)
  E-- = -4.094e-05 hartree = -1.114 meV (tail -2.0e-06 hartree)
  leading E-- = -4.002e-05 hartree, ratio = 1.023
  ladder log term = 2.114e-03 hartree; static Breit -- = -3.195e-02 hartree
Sn48+: Z alpha = 0.36487, Lmax = 16
  eps_1s - mc^2: basis -1294.626, Dirac formula -1294.626 hartree
  E++ = -0.17304 hartree = -4.7086 eV (tail -1.9e-05 hartree)
  E-- = -1.987e-04 hartree = -5.408 meV (tail -1.0e-05 hartree)
  leading E-- = -1.853e-04 hartree, ratio = 1.073
  ladder log term = 6.495e-03 hartree; static Breit -- = -8.875e-02 hartree
E-- ratio extrapolated in (Z alpha)^2 to zero = 0.995; power from Z=20,30 = 3.04
coefficients of (Z alpha)^3 hartree: CC -- -0.003815; ladder log 0.13263
ALL CHECKS PASSED
```
